# Thermal conductivity of water from Bridgman's liquid formula

## Problem

Water near room temperature has a molecular number density $n=3.34\times10^{28}\ \mathrm{m^{-3}}$ and a low-frequency sound speed $v=1480\ \mathrm{m/s}$. Picture the liquid as follows.

- The molecules sit on a simple cubic array, one molecule per volume $a^3$.
- Each molecule stores heat as three classical harmonic oscillators, one for each direction of its rattling motion.
- Neighbours exchange energy: the net power from one molecule to the next is $\nu$ times their energy difference. The rate is taken as $\nu=v/a$, the inverse of the time sound needs to cross one spacing.

(a) Estimate the thermal conductivity $k$ by scaling alone.

(b) Solve the model for a film between two walls of fixed temperature, and obtain $k$ with its numerical coefficient.

(c) Find $k$ again from the decay of a temperature wave.

(d) Compare the results, and decide how much trust the coefficient deserves.

The conductivity is defined by Fourier's law, $J=-k\,dT/dx$, where $J$ is the heat flux in the $+x$ direction. A positive $k$ means that heat flows towards lower temperature.

## First estimate by scaling

Assume that $k$ depends only on $n$, $v$ and Boltzmann's constant $k_B$, which turns temperature into energy. The mass and frequency of the oscillators and the temperature itself are left out here; the solution below shows that they do drop out of $k$. Try

$$k=C\,k_B^{\alpha}\,n^{\beta}\,v^{\gamma}$$

with a pure number $C$. In base units, $k$ has the unit $\mathrm{kg\,m\,s^{-3}\,K^{-1}}$ and $k_B$ has $\mathrm{kg\,m^2\,s^{-2}\,K^{-1}}$. Matching the powers gives

- kilogram and kelvin: $\alpha=1$;
- second: $-2-\gamma=-3$, so $\gamma=1$;
- metre: $2-3\beta+\gamma=1$, so $\beta=2/3$.

Hence

$$k=C\,k_B\,n^{2/3}\,v .$$

With $n^{2/3}=1.0371\times10^{19}\ \mathrm{m^{-2}}$ and the provisional choice $C=1$,

$$k\approx(1.3806\times10^{-23})(1.0371\times10^{19})(1480)\ \mathrm{W/(m\,K)}\approx0.21\ \mathrm{W/(m\,K)} .$$

Scaling fixes the dependence on $n$ and $v$ but says nothing about $C$. For that the model has to be solved.

## Exact solution of the model

### Energy of one molecule

An oscillator of mass $m$ and angular frequency $\omega$ has energy $H=p^2/2m+m\omega^2x^2/2$. Its classical partition function is, up to a constant factor, a product of two Gaussian integrals:

$$Z\propto\int e^{-p^2/2mk_BT}\,dp\int e^{-m\omega^2x^2/2k_BT}\,dx
=\sqrt{2\pi mk_BT}\,\sqrt{\frac{2\pi k_BT}{m\omega^2}}=\frac{2\pi k_BT}{\omega}.$$

Since $Z$ is proportional to $T$, the mean energy is

$$\langle H\rangle=k_BT^2\,\frac{d\ln Z}{dT}=k_BT^2\cdot\frac1T=k_BT ,$$

whatever the values of $m$ and $\omega$. Three oscillators give $E=3k_BT$, so the heat capacity is $3k_B$ per molecule and $3k_Bn$ per volume.

### Steady film

Number the molecular layers along $x$ by $i=0,1,\dots,N$. Layers $0$ and $N$ are held at fixed temperatures with $T_0-T_N=\Delta T>0$. No extra resistance is assumed at the walls. Within a layer all temperatures are equal, so the sideways neighbours exchange no net energy. A molecule in layer $i$ then obeys

$$\frac{dE_i}{dt}=\nu(E_{i-1}-E_i)+\nu(E_{i+1}-E_i).$$

Insert $E_i=3k_BT_i$ and divide by $3k_B$:

$$\frac{dT_i}{dt}=\nu\,(T_{i-1}-2T_i+T_{i+1}).$$

In the steady state the left side is zero, which means

$$T_{i-1}-T_i=T_i-T_{i+1}.$$

All temperature steps are equal. There are $N$ of them and they add up to $\Delta T$, so each is $\Delta T/N$.

Each molecule passes the net power $\nu(E_i-E_{i+1})=3k_B\nu\,\Delta T/N$ to its neighbour in the next layer. There are $1/a^2$ rows of molecules per unit area, hence

$$J=\frac{1}{a^2}\,3k_B\nu\,\frac{\Delta T}{N}.$$

The film thickness is $L=Na$, so $1/N=a/L$. With $\nu=v/a$,

$$J=\frac{1}{a^2}\,3k_B\,\frac{v}{a}\,\frac{a}{L}\,\Delta T=\frac{3k_Bv}{a^2}\,\frac{\Delta T}{L}.$$

The temperature gradient is $dT/dx=-\Delta T/L$, so Fourier's law reads $J=k\,\Delta T/L$. Comparison, with $a=n^{-1/3}$, gives

$$k=\frac{3k_Bv}{a^2}=3\,k_B\,n^{2/3}\,v .$$

This is Bridgman's formula with prefactor 3. For the given water data,

$$k=3\times0.2119\ \mathrm{W/(m\,K)}=0.636\ \mathrm{W/(m\,K)}\approx0.64\ \mathrm{W/(m\,K)} .$$

If $n$ is uncertain by $0.005\times10^{28}\ \mathrm{m^{-3}}$ and $v$ by $5\ \mathrm{m/s}$, the result lies between 0.633 and 0.639 W/(m K). The sound speed contributes most of this spread. It enters to the first power and its relative uncertainty is the larger one.

### The film in numbers

The spacing is $a=0.3105\ \mathrm{nm}$. Take $N=322$, which makes $L=99.99\ \mathrm{nm}$, and $\Delta T=10\ \mathrm{K}$.

- Temperature step per layer: $10\ \mathrm{K}/322=0.03106\ \mathrm{K}$.
- Energy excess of a molecule over its colder neighbour: $3k_B\times0.03106\ \mathrm{K}=1.286\times10^{-24}\ \mathrm{J}$.
- Handover time: $a/v=0.2098\ \mathrm{ps}$.

The flux is rows per area, times excess, divided by handover time:

$$J=\frac{(1.0371\times10^{19})(1.2863\times10^{-24})}{2.098\times10^{-13}}\ \mathrm{W/m^2}=6.36\times10^{7}\ \mathrm{W/m^2}.$$

A numerical solution of the 321 balance equations for the inner layers gives the same flux.

### Decay of a temperature wave

Part (c) uses the same exchange equation without walls. Let

$$T_i(t)=\bar T+A(t)\cos(Qai),$$

with wave number $Q$. The identity $\cos(\theta-\phi)+\cos(\theta+\phi)=2\cos\theta\cos\phi$, with $\theta=Qai$ and $\phi=Qa$, gives

$$T_{i-1}-2T_i+T_{i+1}=-2(1-\cos Qa)\,A\cos(Qai).$$

The wave keeps its shape, and its amplitude decays as $e^{-\Gamma t}$ with

$$\Gamma=2\nu(1-\cos Qa).$$

For wavelengths much longer than $a$, expand $\cos Qa=1-(Qa)^2/2+(Qa)^4/24-\dots$:

$$\Gamma=\nu a^2Q^2\left[1-\frac{(Qa)^2}{12}+\dots\right].$$

The diffusion equation $\partial T/\partial t=D\,\partial^2T/\partial x^2$ has the decay rate $DQ^2$. The thermal diffusivity is therefore $D=\nu a^2=va=4.60\times10^{-7}\ \mathrm{m^2/s}$. Conductivity is heat capacity per volume times diffusivity:

$$k=3k_Bn\,va=3k_Bn^{2/3}v,$$

in agreement with the film.

The bracket shows where Fourier's law begins to fail within the model. For a wave 60 spacings long, $Qa=2\pi/60$ and the correction is $(2\pi/60)^2/12\approx0.0009$. A numerical run on a ring of 60 molecules gives an apparent conductivity of 0.6352 instead of 0.6358 W/(m K), which is this reduction. At the shortest wavelength, $2a$, we have $Qa=\pi$ and $\Gamma=4\nu$, while the diffusion law would give $\pi^2\nu$. The true decay is then slower by the factor $4/\pi^2$, about 0.4.

## Comparison of the estimate with the solution

Scaling gave the correct powers, and the solution supplies $C=3$. Within this model the 3 comes from the heat capacity: three oscillators per molecule. The geometry of the cubic array contributes a factor 1. With two units of $k_B$ per molecule instead of three, the result would be 0.42 W/(m K).

The geometric factor 1 depends on how the energy is supposed to travel. Two other choices show by how much.

### Isotropic carriers

Suppose the heat $3k_BT$ per molecule is carried in random directions at speed $v$, as in a gas, with mean free path $a$. Let $\mu$ be the cosine of the angle between the direction of flight and the $x$ axis. For isotropic directions, $\mu$ is spread evenly over $-1\le\mu\le1$ with weight $d\mu/2$. A carrier that crosses the plane $x=0$ after a free flight of length $s$ brings the temperature of the place $x=-\mu s$, which is $T(0)-\mu s\,dT/dx$. The flux is

$$J=3k_Bn\int_{-1}^{1}\frac{d\mu}{2}\,v\mu\left[T(0)-\mu\langle s\rangle\frac{dT}{dx}\right].$$

The first term vanishes because $\mu$ is odd. In the second, take exponentially distributed free paths, as for collisions at random. The distance flown since the last collision then also has the mean $\langle s\rangle=a$. With $\int_{-1}^{1}\mu^2\,d\mu/2=1/3$,

$$J=-\frac13\,(3k_Bn)\,va\,\frac{dT}{dx},\qquad k=k_Bn^{2/3}v=0.21\ \mathrm{W/(m\,K)} .$$

This is one third of Bridgman's value and coincides with the scaling estimate for $C=1$.

The factor 3 can be traced. In three dimensions, a random walk with jump rate $R$ and mean square step $\langle s^2\rangle$ has $D=R\langle s^2\rangle/6$. The gas-like carrier has $R=v/a$ and, for exponentially distributed paths of mean $a$, $\langle s^2\rangle=2a^2$; this gives $D=va/3$. In the cubic model a portion of energy can leave towards each of six neighbours at the rate $v/a$, so $R=6v/a$ and $\langle s^2\rangle=a^2$; this gives $D=va$. Bridgman's formula thus rests on a generous exchange rate: it lets energy leave in all six directions, each at the full rate $v/a$. That is an assumption and does not follow from the existence of sound.

### Other arrangements of neighbours

Keep $n$, $v$ and the heat capacity fixed, and let each molecule have $z$ neighbours at distance $d$, with pair rate $w=v/d$. If $\mathbf b$ runs over the vectors to the neighbours,

$$\frac{dT(\mathbf r)}{dt}=w\sum_{\mathbf b}\left[T(\mathbf r+\mathbf b)-T(\mathbf r)\right].$$

On a lattice where every neighbour at $\mathbf b$ has a partner at $-\mathbf b$, a wave of wave vector $\mathbf Q$ decays at the rate

$$\Gamma=w\sum_{\mathbf b}\left[1-\cos(\mathbf Q\cdot\mathbf b)\right]\approx\frac w2\sum_{\mathbf b}(\mathbf Q\cdot\mathbf b)^2=\frac{w\,z\,d^2}{6}\,Q^2 .$$

The last step uses cubic symmetry: the sums of $b_x^2$, $b_y^2$ and $b_z^2$ are equal and together make $zd^2$, and the mixed sums vanish. So

$$D=\frac{z\,v\,d}{6}.$$

In the diamond lattice the four neighbours have no such partners, and the molecules form two groups with opposite sets of $\mathbf b$. With $f=\sum_{\mathbf b}e^{i\mathbf Q\cdot\mathbf b}$, the amplitudes $A$ and $B$ of the two groups obey

$$\dot A=-w(zA-fB),\qquad \dot B=-w(zB-f^*A).$$

The decay rates are $w(z\mp|f|)$, and the slow one is $w(z-|f|)$. Since $\sum\mathbf b=0$, the imaginary part of $f$ starts at third order in $Q$. To second order, therefore, $|f|=z-\tfrac12\sum(\mathbf Q\cdot\mathbf b)^2$, and the same formula for $D$ follows.

For the simple cubic array, $z=6$ and $d=a$ return $D=va$. At the density of water the other two lattices give

- face-centred cubic, $z=12$, $d=0.3485\ \mathrm{nm}$: $k=1.43\ \mathrm{W/(m\,K)}$;
- diamond, $z=4$, $d=0.2689\ \mathrm{nm}$: $k=0.37\ \mathrm{W/(m\,K)}$.

The diamond lattice is of interest because molecules in water tend to have about four close neighbours. Geometry alone, under the same rule for the rate, moves the answer by a factor of almost four between these two cases. The digits of 0.636 express the precision of the arithmetic, not that of the physics.

## Beside real water

The input density corresponds to $999\ \mathrm{kg/m^3}$, and both inputs are typical of water near room temperature. The measured conductivity is roughly 0.6 W/(m K), so Bridgman's formula comes within about 6 % of this rough figure. Several of the neglected effects are much larger than that, while others are comparable or smaller. Each is sized below on its own, with rough inputs and the rest of the model held fixed.

**Heat capacity.** Water stores roughly $4200\ \mathrm{J/(kg\,K)}$, or $9.1\,k_B$ per molecule, against $3k_B$ in the model. If all of it moved by the same exchange, $k$ would be 1.93 W/(m K).

**Quantum motion.** An oscillator with level spacing $\varepsilon$ has mean thermal energy $\varepsilon/(e^{y}-1)$ with $y=\varepsilon/k_BT$. Its derivative with respect to $T$ is

$$c=k_B\,\frac{y^2e^{y}}{(e^{y}-1)^2}.$$

For small $y$ this returns the classical $k_B$. At 293 K, a rattling motion with $\varepsilon\approx25\ \mathrm{meV}$ has $c=0.92\,k_B$, which lowers $k$ to 0.59 W/(m K). Hindered rotations with $\varepsilon\approx70\ \mathrm{meV}$ hold $0.55\,k_B$ each. If three of them also took part in the exchange, $k$ would become 0.93 W/(m K).

**Speed of sound.** At molecular wavelengths, sound in water travels at roughly $3000\ \mathrm{m/s}$. This value in place of $v$ gives 1.29 W/(m K).

**Moving molecules.** Molecules that wander carry their heat with them. With a self-diffusion coefficient of roughly $2\times10^{-9}\ \mathrm{m^2/s}$, this adds $3k_Bn$ times that coefficient, about 0.003 W/(m K), which is negligible here.

The diffusivity shows how the good agreement comes about. The rough measured conductivity divided by the real heat capacity per volume is $1.4\times10^{-7}\ \mathrm{m^2/s}$. The model's $va$ is 3.2 times larger, while its heat capacity is 3.0 times too small. In the product the two deviations nearly cancel. The model would therefore misjudge the time in which a water film warms up by a factor of about three, although it gives the steady heat flux well. For water, the closeness of 0.64 to the measured value is no proof of the mechanism.

The formula also has a clear limit at low density. In a dilute gas the free path is set by collisions, $\ell\sim1/(n\sigma)$ with collision cross-section $\sigma$, and is much longer than $n^{-1/3}$. The conductivity is then of order $k_Bn\,v\,\ell\sim k_Bv/\sigma$, which does not depend on $n$, whereas Bridgman's expression falls as $n^{2/3}$. The formula is meant for dense liquids in which energy passes from neighbour to neighbour. Even there it is only a rough estimate, and the 6 % found for water is not typical: with handbook data it comes out roughly a third too high for ethanol or benzene near room temperature, and about twice too high for liquid argon. It also leaves out heat carried by electrons, so it does not cover liquid metals.

The complete set of computed values is in the numerical output.

## Computed results

```
number density n = 3.340e+28 1/m^3
sound speed v = 1480 m/s
Boltzmann constant = 1.380649e-23 J/K
mass density implied by n = 999.1 kg/m^3
spacing a = 0.3105 nm
rows per area n^(2/3) = 1.0371e+19 1/m^2
handover time a/v = 0.2098 ps
oscillator heat capacity, integral = 1.000000 kB
Bridgman conductivity = 0.6358 W/(m K)
range from input rounding = 0.6330 to 0.6386 W/(m K)
with prefactor 2 instead of 3 = 0.4238 W/(m K)
model diffusivity v*a = 4.596e-07 m^2/s
conductivity from ring decay = 0.6352 W/(m K)
film: layers = 322, thickness = 99.99 nm
film: temperature difference = 10.0 K
film: temperature step per layer = 31.056 mK
film: excess per molecule = 1.2863e-24 J
film: excess per molecule = 8.029 micro-eV
film: flux from formula = 6.3585e+07 W/m^2
film: flux from layer balance = 6.3585e+07 W/m^2
isotropic carriers, free path a: k = 0.2119 W/(m K)
fcc: distance = 0.3485 nm, k = 1.4272 W/(m K)
diamond: distance = 0.2689 nm, k = 0.3671 W/(m K)
temperature for quantum estimate = 293 K
hindered translation (rough) = 25 meV
its heat capacity per oscillator = 0.922 kB
k with quantum translations = 0.586 W/(m K)
hindered rotation (rough) = 70 meV
its heat capacity per oscillator = 0.547 kB
k with three rotations added = 0.934 W/(m K)
specific heat of water (rough) = 4200 J/(kg K)
same per molecule = 9.10 kB
k if all this heat moved at v = 1.93 W/(m K)
fast sound (rough) = 3000 m/s
k with fast sound = 1.29 W/(m K)
self-diffusion coefficient (rough) = 2e-09 m^2/s
k carried by self-diffusion = 0.00277 W/(m K)
measured conductivity (rough) = 0.6 W/(m K)
real thermal diffusivity (rough) = 1.4e-07 m^2/s
model diffusivity / real = 3.2
real heat capacity / model = 3.0
```
